# Dipole Correction for Polar Slabs and the Zero-Displacement Condition

## Form of the correction

A neutral slab, periodic in $x$ and $y$ with lateral cell area $A$, is repeated along $z$ with period $L$. The task is to recover the energy of one isolated slab from this stack.

Hartree atomic units are used, with $4\pi\varepsilon_0=1$ and electron charge $-1$. A uniformly charged sheet has a potential linear in the distance from it. The plane-averaged charge of the slab therefore acts outside itself through two numbers, its total charge, here zero, and its first moment. Let $p$ be the dipole along $z$ per lateral cell and $m=p/A$ the dipole per area.

For a neutral slab this outside potential is constant on each side, so the images themselves exert no field; the energy changes because the potential is required to be periodic. At fixed density, this energy change is quadratic in the charges, even under $z\to-z$, and proportional to $A$ at fixed $m$. It thus has the form $Am^2f(L)$. Since $Am^2$ has the dimension of charge squared and energy is charge squared over length, $f=C/L$. With $\Omega=AL$, the energy to be added is

$$E_{\rm dip}=C\,\frac{Am^2}{L}=C\,\frac{p^2}{\Omega}. \tag{1}$$

The number $C$ and the accompanying potential and forces follow from Poisson's equation. Lateral variations of the charge are outside this argument and are treated separately below.

## Two solutions of Poisson's equation

Let the cell be $-L/2<z<L/2$, and let the charge density $\rho=\rho_{\rm ion}-n$ vanish near its ends, where $n$ is the electron number density. The dipole is

$$p=\int_{\rm cell}z\,\rho\,d^3r .$$

Neutrality makes $p$ independent of the origin of $z$. The plane average $\bar\rho(z)=A^{-1}\int\rho\,dx\,dy$ obeys $\phi''=-4\pi\bar\rho$. With zero field and zero potential on the left,

$$\phi_{\rm iso}(z)=-4\pi\int_{-L/2}^{z}(z-z')\bar\rho(z')\,dz'. \tag{2}$$

One differentiation gives $\phi_{\rm iso}'=-4\pi\int_{-L/2}^{z}\bar\rho\,dz'$, and a second returns Poisson's equation. To the right of the slab the first integral is the total charge per area, zero, so the field vanishes there too. In (2) the term with $z$ drops out and the term with $z'$ leaves the step

$$\Delta\phi=\phi_{\rm iso}(L/2)-\phi_{\rm iso}(-L/2)=\frac{4\pi p}{A}. \tag{3}$$

The periodic potential solves the same equation, so it differs from $\phi_{\rm iso}$ by a linear function, $\phi_{\rm per}=\phi_{\rm iso}+bz+c$. Equal values at the two ends require $4\pi p/A+bL=0$, hence

$$\phi_{\rm per}=\phi_{\rm iso}-\frac{4\pi p}{\Omega}z+c. \tag{4}$$

The periodic solution has a spurious vacuum field $-\phi_{\rm per}'=+4\pi p/\Omega$. It is removed by

$$\phi_{\rm dip}(z)=\frac{4\pi p}{\Omega}z,\qquad -\frac L2<z<\frac L2, \tag{5}$$

which, repeated periodically, is a sawtooth whose jump lies in the vacuum.

At fixed density, the electrostatic energy is $\tfrac12\int\rho\phi\,d^3r$ in both cases. This equals the field energy $(A/8\pi)\int(\phi')^2dz$ after integration by parts: the boundary term vanishes for the isolated slab because $\phi'=0$ at both ends, and cancels between the ends for the periodic one. The difference is

$$E_{\rm dip}=\frac12\int\rho\,\phi_{\rm dip}\,d^3r=\frac12\,\frac{4\pi p}{\Omega}\int z\rho\,d^3r=\frac{2\pi p^2}{\Omega}, \tag{6}$$

where $c$ has dropped out by neutrality. Thus $C=2\pi$.

## Zero displacement field

Let $\bar{\mathcal E}$ be the cell-averaged field and $P=p/\Omega$. The displacement field is $D=\bar{\mathcal E}+4\pi P$. A mean field $\bar{\mathcal E}$ added to the periodic solution gives a vacuum field $4\pi p/\Omega+\bar{\mathcal E}$, which is $D$. Field-free vacuum therefore means

$$D=0\quad\Longleftrightarrow\quad\bar{\mathcal E}=-4\pi P=-\frac{4\pi p}{\Omega}, \tag{7}$$

and the potential of this mean field, $-\bar{\mathcal E}z$, is the sawtooth (5).

The energy follows as well. The periodic field averages to zero, so in the integral of the squared total field its cross term with $\bar{\mathcal E}$ vanishes. What is added is $\Omega\bar{\mathcal E}^2/8\pi$:

$$U(D)=E_{\rm per}+\frac{\Omega}{8\pi}(D-4\pi P)^2
=E_{\rm per}+\frac{\Omega D^2}{8\pi}-Dp+\frac{2\pi p^2}{\Omega}. \tag{8}$$

Here $E_{\rm per}$ is the usual total-energy functional with zero mean field. The three added terms are the energy of the imposed field, its coupling to the dipole, and the dipole correction. At $D=0$ the last one remains. The usual periodic calculation instead fixes $\bar{\mathcal E}=0$, so its vacuum field is $D=4\pi P$.

At the energy minimum the implicit change of the state does not contribute to first order, so

$$\frac{dU}{dD}=\frac{\Omega}{4\pi}(D-4\pi P)=\frac{\Omega\bar{\mathcal E}}{4\pi}, \tag{9}$$

which equals $-p$ at $D=0$.

## Hamiltonian, forces and double counting

The functional to be minimized is $E=E_{\rm per}+2\pi p^2/\Omega$. For ions of charge $q_I$ at heights $Z_I$,

$$p=\sum_Iq_IZ_I-\int z\,n\,d^3r,\qquad \frac{\delta p}{\delta n}=-z,\qquad \frac{\partial p}{\partial Z_I}=q_I .$$

The chain rule gives the added electron potential energy and the added ionic force:

$$\frac{\delta E_{\rm dip}}{\delta n}=\frac{4\pi p}{\Omega}(-z)=-\phi_{\rm dip},\qquad
-\frac{\partial E_{\rm dip}}{\partial Z_I}=-\frac{4\pi p}{\Omega}q_I=q_I\bar{\mathcal E}. \tag{10}$$

The factor one half in (6) belongs to the energy. It is absent from the Hamiltonian because the derivative of $p^2$ is $2p$. The force formula assumes a stationary density and a basis that does not move with the ions.

If the energy is assembled from eigenvalues, their sum already contains $-\int n\phi_{\rm dip}$. The remaining term is

$$E_{\rm dip}+\int n\phi_{\rm dip}\,d^3r=\frac12\int(\rho_{\rm ion}+n)\phi_{\rm dip}\,d^3r. \tag{11}$$

The net force exposes an inconsistent implementation. Suppose that the electrons feel a share $s$ of the mean field while the ions feel all of it. In a bound stationary state the total force on the $N$ electrons is zero, so the internal force on them balances $-Ns\bar{\mathcal E}$ and equals $+Ns\bar{\mathcal E}$. Because $E_{\rm per}$ does not change under a common translation, the internal force on the ions is $-Ns\bar{\mathcal E}$. Adding $\sum_Iq_I\bar{\mathcal E}=N\bar{\mathcal E}$ gives

$$F_{\rm net}=N\bar{\mathcal E}(1-s). \tag{12}$$

It vanishes for $s=1$. With $s=1$ but the ionic term omitted, the sum is $-N\bar{\mathcal E}$.

## Algorithm

1. Place the cell boundary in density-free vacuum and take all ionic positions inside this cell.
2. In each self-consistency iteration, compute $p$ from ions and electrons.
3. Add $-\phi_{\rm dip}$ in full to the electron potential energy, solve for the new density, and mix.
4. At convergence, add $2\pi p^2/\Omega$ to $E_{\rm per}$, or (11) to an eigenvalue-based energy, and $q_I\bar{\mathcal E}$ to each ionic force.
5. Inspect the vacuum slope, the net ionic force, and the change of energy with $L$.

## Error analysis

### Lateral harmonics

A charge component with lateral wavevector $\mathbf G\ne0$ obeys $\phi_G''-G^2\phi_G=-4\pi\rho_G$. The response to a unit source at $z'$ is $(2\pi/G)e^{-G|z-z'|}$: it decays on both sides, and its slope jumps by $-4\pi$ at the source. For a slab of thickness $d$, the nearest charges in neighbouring images are $L-d$ apart. The electrostatic error left after the correction is therefore of order

$$e^{-G_{\min}(L-d)}. \tag{13}$$

Here $G_{\min}$ is the shortest wavevector at which the charge has a component. For a structure whose own period on a square lattice is $a$, it is normally $2\pi/a$, so a structure with a longer lateral period needs more vacuum; a supercell that merely repeats the same structure does not. Electron tails that overlap across the vacuum add a second error, which also falls exponentially with $L$, at a rate set by the vacuum decay constant of the occupied orbitals.

### Response of the electrons

Let $p_0$ be the dipole at $\bar{\mathcal E}=0$, and let $p=p_0+\chi\bar{\mathcal E}$ to leading order. If $e(p)$ is the lowest $E_{\rm per}$ at given dipole, minimizing $e(p)-\bar{\mathcal E}p$ gives $e'(p)=\bar{\mathcal E}=(p-p_0)/\chi$. Hence $e(p)=e_0+(p-p_0)^2/2\chi$. At $D=0$, insertion of $\bar{\mathcal E}=-4\pi p/\Omega$ gives

$$p=\frac{p_0}{1+x},\qquad x=\frac{4\pi\chi}{\Omega}. \tag{14}$$

Now $p-p_0=-xp$ and $1/\chi=4\pi/(\Omega x)$, so $(p-p_0)^2/2\chi=2\pi xp^2/\Omega$. Adding $2\pi p^2/\Omega$ shows how far the uncorrected energy $e_0$ lies below the isolated-slab energy:

$$E-e_0=\frac{2\pi p^2}{\Omega}(1+x). \tag{15}$$

If the energy term is added afterwards to the uncorrected density, the result is $e_0+2\pi p_0^2/\Omega$. With $p^2(1+x)=p_0^2/(1+x)$, its excess over $E$ is

$$\frac{2\pi p_0^2}{\Omega}\left(1-\frac1{1+x}\right)=\frac{2\pi p_0^2}{\Omega}\,\frac{x}{1+x}. \tag{16}$$

At imposed $D$, $p=p_0+\chi(D-4\pi p/\Omega)$, so $\alpha_D=dp/dD=\chi/(1+x)$ and

$$(1+x)\left(1-\frac{4\pi\alpha_D}{\Omega}\right)=1. \tag{17}$$

Apart from the exponentially small terms, $\alpha_D$ and the corrected $p$ belong to the isolated slab and do not depend on $L$. Equation (15) then becomes $(2\pi p^2/\Omega)/(1-4\pi\alpha_D/\Omega)$. The uncorrected error falls as $1/L$, with a polarization term of order $1/L^2$.

### A frozen-dipole loop

One may instead freeze $p_k$, converge the electrons in the fixed field $-4\pi p_k/\Omega$, and then update. To leading order $p_{k+1}=p_0-xp_k$. Subtracting the fixed-point equation $p=p_0-xp$ shows that the error is multiplied by $-x$. This loop converges for $x<1$. Mixing a fraction $\beta$ of the new dipole changes the factor to $1-\beta(1+x)$, which has magnitude below one for $0<\beta<2/(1+x)$.

A perfectly conducting slab of thickness $t$, with its screening charge exactly at the faces, gives a limiting case. The surface charge $D/4\pi$ per area screens its interior, so $\alpha_D=At/4\pi$ and $4\pi\alpha_D/\Omega=t/L$. From (17), $x=t/(L-t)$. The undamped loop fails to converge once such a conductor fills half the cell or more. When the screening charge is spread over a finite length, $t$ stands for the distance between the centroids of the induced charge on the two sides.

## Worked example: a polar bilayer

The model has $A=100$ bohr² and two ionic sheets at $z=\mp1.5$ bohr. Each carries charge $+1$ per cell, smeared along $z$ by a Gaussian of width 0.7 bohr. Each also attracts electrons through a short-range well $-U_Ie^{-(z-Z_I)^2/2b^2}$, with $b=1$ bohr and depths of 1.2 hartree on the left and 0.9 on the right. Two electrons per cell occupy the lowest state $\psi$ of

$$\left[-\frac12\frac{d^2}{dz^2}+v_{\rm well}-\phi\right]\psi=\varepsilon\psi,\qquad n=\frac{2}{A}|\psi|^2 .$$

This is the Hartree approximation, without exchange or correlation. In-plane motion is free, with Fermi energy $\pi N/A=0.063$ hartree. The gap to the next subband is 0.246 hartree, so only the lowest subband is occupied. Its in-plane kinetic energy is constant at fixed $A$ and is omitted.

The periodic problem is solved with plane waves on a grid of spacing 0.2 bohr. The isolated slab is solved in a sinc-function basis, with Poisson's equation integrated from a field-free left vacuum. Its energy is $-1.61703$ hartree and its dipole $1.1843$ $e\,$bohr, pointing from the electron-rich left sheet to the right one.

| $L$ (bohr) | Uncorrected energy error (hartree) |
|---|---|
| 24 | $-3.995\times10^{-3}$ |
| 36 | $-2.588\times10^{-3}$ |
| 48 | $-1.914\times10^{-3}$ |

Errors are relative to the isolated slab in the same model. With the correction they are below $2\times10^{-11}$ hartree at all three heights. This model has no lateral structure, so the residue (13) is absent. The error from overlapping electron tails remains, and it grows exponentially when the vacuum is made thinner.

For $L=36$ bohr, $\Omega=3600$ bohr³ and

$$\bar{\mathcal E}=-\frac{4\pi(1.1843)}{3600}=-4.134\times10^{-3}\ \frac{\rm hartree}{e\,{\rm bohr}},$$

$$E_{\rm dip}=\frac{2\pi(1.1843)^2}{3600}=2.448\times10^{-3}\ {\rm hartree}=66.6\ {\rm meV}.$$

The potential step is $4\pi(1.1843)/100=0.1488$ hartree$/e$, or 4.05 V.

Differences of the dipole at slightly different imposed fields give $\alpha_D=15.60$ bohr³, $\chi=16.50$ bohr³ and $x=0.0576$. Equation (15) predicts a deficit of $2.448\times10^{-3}\times1.0576=2.589\times10^{-3}$ hartree, against the computed $2.588\times10^{-3}$. For $L=24$ bohr the same $\alpha_D$ gives $4\pi\alpha_D/\Omega=0.0817$ and a deficit of $3.672\times10^{-3}/0.9183=3.999\times10^{-3}$ hartree, within about 0.1% of the table.

Without the correction the dipole is $p_0=1.2519$ $e\,$bohr, because the spurious field polarizes the slab further. Adding the energy term afterwards leaves an excess of $1.47\times10^{-4}$ hartree; (16) gives $1.49\times10^{-4}$. The frozen-dipole loop, started from $p_0$, next gives $1.1804$ $e\,$bohr. Its error has changed from $+0.0676$ to $-0.0039$, a factor $-0.058$, in agreement with $-x$.

The force on the right sheet, from a five-point difference of isolated-slab energies, is $-0.32266$ hartree/bohr. The corrected periodic formula gives the same value to these digits. Without $q_I\bar{\mathcal E}$ it would be $-0.31853$, an error of 1.3%. With half the sawtooth in the Hamiltonian, the net ionic force is $-4.25\times10^{-3}$ hartree/bohr instead of zero, as (12) requires for the mean field of that calculation.

An imposed $D=0.002$ hartree/($e\,$bohr) gives a dipole of 1.2154 $e\,$bohr in both the periodic and the isolated calculation. The linear estimate is $1.1843+15.60\times0.002=1.2155$.

## A case with lateral structure

Consider a square lattice of period $a=6$ bohr with charge $+1$ at the origin and $-1$ at $(a/2,a/2,d)$, where $d=2$ bohr. The three-dimensional energy comes from an Ewald sum with zero mean field, and the isolated-layer energy from a two-dimensional lattice sum.

For $L=10$ bohr the raw error is $-6.962\times10^{-2}$ hartree. The correction is $2\pi(2)^2/(36\times10)=6.981\times10^{-2}$, leaving $1.90\times10^{-4}$.

This remainder can be estimated from the four shortest lateral wavevectors, $G=2\pi/6=1.047$ bohr⁻¹. Opposite charges in neighbouring images are displaced laterally by half a diagonal, so their phase factor is $-1$ and their product of charges is $-1$. Each of the four wavevectors carries the weight $2\pi/AG$. The nearer pair, $L-d$ apart, contributes $(8\pi/AG)e^{-G(L-d)}=1.53\times10^{-4}$ hartree, and the farther pair, $L+d$ apart, $(8\pi/AG)e^{-G(L+d)}=0.02\times10^{-4}$. The two charges interacting with their own images add $2(8\pi/AG)e^{-GL}=0.38\times10^{-4}$. The sum, $1.93\times10^{-4}$, lies 1.6% above the remainder. The next four wavevectors, of length $\sqrt2\,G$, give opposite charges the phase factor $+1$; the same three terms then add $-0.03\times10^{-4}$ and bring the estimate to $1.90\times10^{-4}$.

At $L=13$ bohr the remainder is $8.3\times10^{-6}$ hartree. The ratio of the two remainders is 0.0437, close to $e^{-3G}=0.0432$.

## Where the result fails

If the slab has net charge $Q$, Gauss's law makes the fields on its two sides differ by $4\pi Q/A$. They cannot both vanish, and $p$ depends on the origin.

The cut must avoid the charge. Moving the boundary through the slab shifts the charge $Q_{\rm left}$ on one side by $L$ and changes the dipole to $p+LQ_{\rm left}$. In the bilayer, a cut between the grid points at $z=-0.2$ and $z=0$, just left of the midplane, gives $-12.00$ $e\,$bohr instead of $1.18$. Thus $Q_{\rm left}=(-12.00-1.18)/36=-0.37$, and the supposed correction would be about 0.25 hartree.

The occupied levels must also lie below the vacuum levels on both sides. If a nonzero $D$ is imposed and held fixed as the vacuum is widened, the electron potential energy outside the slab falls steadily toward one end of the cell. With enough vacuum it drops below the occupied levels, and electrons can then collect at the cut. The calculation no longer describes the bound slab for which the energy and forces were derived.
